# The Davydov distribution and its Gaussian limit for acoustic-phonon scattering: a numerical check

```python
"""Davydov distribution for electrons scattered by acoustic phonons.

Result under test, for the isotropic occupation per state:
    f0(E) = A (1 + E/E_F)**(E_F/kT) exp(-E/kT),
    E_F = (e F lam)**2 / (6 m s**2),
with F field, lam constant mean free path, m mass, s sound speed.
For E_F >> kT its bulk is exp(-E**2/w**2), w**2 = 2 kT E_F.
Scaled units: m = kT = lam = hbar = 1; x = E/kT, r = E_F/kT,
delta = m s**2/kT, force = e F lam/kT = sqrt(6 delta r).
The Monte Carlo solves the Boltzmann equation with inelastic phonon
events, without an angular expansion or an energy-diffusion assumption.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import gamma as gamma_function


def log_davydov(x, r):
    return r * np.log1p(x / r) - x


def average(function, log_occupation, r):
    """Average over electrons, density of states proportional to sqrt(x)."""
    y = np.linspace(0.0, np.sqrt(12 * np.sqrt(2 * r) + 60), 20001)
    x = y**2
    weight = y**2 * np.exp(log_occupation(x))
    return np.sum(weight * function(x)) / np.sum(weight)


def davydov_average(function, r):
    return average(function, lambda x: log_davydov(x, r), r)


def drift_velocity(delta, r):
    force = np.sqrt(6 * delta * r)
    return force / 3 * davydov_average(
        lambda x: np.sqrt(2 * x) * x / (x + r), r)


def monte_carlo(delta, force, steps, burn, seed, count=5000):
    """Return sampled energies and mean velocity along the force.

    Real and null events have one constant total rate, so the states
    just before events sample the time average.
    """
    rng = np.random.default_rng(seed)
    s = np.sqrt(delta)
    p_top = np.sqrt(60.0)
    q_top = 2 * (p_top + s)
    x_top = s * q_top
    total_rate = 0.25 * x_top / -np.expm1(-x_top) * q_top**2 / p_top
    p2 = np.full(count, 8.0)
    pz = np.sqrt(p2) * rng.uniform(-1, 1, count)
    energies, velocities = [], []
    for step in range(steps):
        gain = force * rng.exponential(1 / total_rate, count)
        p2 = np.maximum(p2 + gain * (2 * pz + gain), 1e-12)
        pz = pz + gain
        if step >= burn:
            velocities.append(pz.mean())
            if step % 10 == 0:
                energies.append(p2 / 2)
        p = np.sqrt(p2)
        reach = 2 * (p + s)
        q = reach * np.sqrt(1 - rng.random(count))
        phonon = s * q
        # sign is +1 for absorption and -1 for emission
        sign = np.where(rng.random(count) < 0.5, 1.0, -1.0)
        strength = sign * phonon / np.expm1(sign * phonon)
        cosine = (sign * s - q / 2) / p
        chance = 0.25 * strength * reach**2 / (p * total_rate)
        accepted = (np.abs(cosine) <= 1) & (rng.random(count) < chance)
        mu = pz / p
        sines = np.sqrt(np.maximum((1 - cosine**2) * (1 - mu**2), 0))
        azimuth = np.cos(2 * np.pi * rng.random(count))
        qz = q * (cosine * mu + sines * azimuth)
        p2 = np.where(accepted, p2 + 2 * sign * phonon, p2)
        pz = np.where(accepted, pz + qz, pz)
    return np.concatenate(energies), np.mean(velocities)


def shape_number(energies):
    return np.mean(energies**2) / np.mean(energies)**2


def davydov_shape(r):
    return (davydov_average(lambda x: x**2, r)
            / davydov_average(lambda x: x, r)**2)


# Phonon energy-exchange moments from golden-rule integrals over q.
delta_small, x_test = 1e-6, 5.0
s_small, p_test = np.sqrt(delta_small), np.sqrt(2 * x_test)


def phonon_moment(power, sign):
    def integrand(q):
        w = s_small * q
        return q * sign * w / np.expm1(sign * w) * (sign * w)**power
    top = 2 * (p_test + sign * s_small)
    return quad(integrand, 0, top, epsabs=1e-14,
                epsrel=1e-11)[0] / (4 * p_test)


loss = -(phonon_moment(1, 1) + phonon_moment(1, -1))
spread = phonon_moment(2, 1) + phonon_moment(2, -1)
rate = phonon_moment(0, 1) + phonon_moment(0, -1)
assert abs(rate / p_test - 1) < 0.01
assert abs(loss / (2 * delta_small * p_test * (x_test - 2)) - 1) < 0.01
assert abs(spread / (4 * delta_small * p_test * x_test) - 1) < 0.01

# Full Boltzmann solution close to the quasielastic limit.
# Tolerances cover sampling noise and corrections of order delta.
delta_mc, r_mc = 0.005, 10.0
sample, velocity_mc = monte_carlo(
    delta_mc, np.sqrt(6 * delta_mc * r_mc), 6500, 2000, 11)
mean_theory = davydov_average(lambda x: x, r_mc)
velocity_theory = drift_velocity(delta_mc, r_mc)
assert abs(sample.mean() / mean_theory - 1) < 0.04
assert abs(shape_number(sample) - davydov_shape(r_mc)) < 0.04
assert abs(velocity_mc / velocity_theory - 1) < 0.04
cdf_gap = max(abs(np.mean(sample < edge)
                  - davydov_average(lambda x: x < edge, r_mc))
              for edge in np.arange(0.5, 15, 0.5))
assert cdf_gap < 0.025

# Energy balance, Gaussian limit, first correction, and far tail.
heating = np.sqrt(6 * delta_mc * r_mc) * velocity_theory
cooling = davydov_average(
    lambda x: 2 * delta_mc * np.sqrt(2 * x) * (x - 2), r_mc)
assert abs(heating / cooling - 1) < 1e-5
gaussian_shape = (gamma_function(1.75) * gamma_function(0.75)
                  / gamma_function(1.25)**2)
assert abs(davydov_shape(1e6) / gaussian_shape - 1) < 2e-3
gaussian_mean = gamma_function(1.25) / gamma_function(0.75)
mean_large = davydov_average(lambda x: x, 1e6) / np.sqrt(2e6)
assert abs(mean_large / gaussian_mean - 1) < 2e-3
r_large = 1e4
excess = log_davydov(np.sqrt(2 * r_large), r_large) + 1
assert abs(excess / (2 * np.sqrt(2) / 3 / np.sqrt(r_large)) - 1) < 0.02
tail_slope = log_davydov(10001.0, 10.0) - log_davydov(10000.0, 10.0)
assert abs(tail_slope + 1) < 0.002


def state_density(energy, mass, hbar):
    """States per volume and energy, one spin, one valley."""
    return mass**1.5 * np.sqrt(2 * energy) / (2 * np.pi**2 * hbar**3)


# Count plane waves in a periodic unit box.
n = np.arange(-40, 41)
n2 = n[:, None, None]**2 + n[None, :, None]**2 + n[None, None, :]**2
counted = np.sum((n2 >= 30**2) & (n2 < 36**2))
e_low, e_high = [(2 * np.pi * a)**2 / 2 for a in (30, 36)]
integrated = quad(lambda e: state_density(e, 1, 1), e_low, e_high)[0]
assert abs(counted / integrated - 1) < 0.01

# Silicon example: rough typical parameters, SI units internally.
e, hbar = const.e, const.hbar
mev = 1e-3 * e
mass_long, mass_trans = 0.92, 0.19
mass_ratio = (mass_long * mass_trans**2)**(1 / 3)
mass = mass_ratio * const.m_e
sound, mass_density, permittivity = 9000.0, 2330.0, 11.7
# final valleys, phonon energy in meV, coupling in 1e8 eV/cm
intervalley = [(1, 12, 0.5), (1, 19, 0.8), (1, 62, 11),
               (4, 19, 0.3), (4, 47, 2), (4, 59, 2)]


def silicon_case(temperature, path, field):
    kt = const.k * temperature
    delta = mass * sound**2 / kt
    e_f = (e * field * path)**2 / (6 * mass * sound**2)
    r = e_f / kt
    mean = kt * davydov_average(lambda x: x, r)
    drift = np.sqrt(kt / mass) * drift_velocity(delta, r)

    def net_loss(x):
        energy, total = kt * x, 0.0
        for valleys, phonon_mev, coupling in intervalley:
            quantum = phonon_mev * mev
            number = 1 / np.expm1(quantum / kt)
            strength = (np.pi * (coupling * 1e10 * e)**2 * valleys
                        / (mass_density * quantum / hbar))
            after = np.maximum(energy - quantum, 0)
            total = total + quantum * strength * (
                (number + 1) * state_density(after, mass, hbar)
                - number * state_density(energy + quantum, mass, hbar))
        return total

    ratio = davydov_average(net_loss, r) / (e * field * drift)
    return kt, delta, e_f, r, mean, drift, ratio


temperature, path, field = 15.0, 2000e-9, 1500.0
kt, delta, e_f, r, mean, drift, valley_ratio = silicon_case(
    temperature, path, field)
width = np.sqrt(2 * kt * e_f)
speed = np.sqrt(2 * kt / mass)
potential = np.sqrt(speed * hbar * mass_density * sound**2 / (
    2 * np.pi * kt * state_density(kt, mass, hbar) * path))
low_mobility = 4 * e * path / (3 * np.sqrt(2 * np.pi * mass * kt))
r_weak = 1e-7
weak_force = np.sqrt(6 * delta * r_weak)
scaled_mobility = drift_velocity(delta, r_weak) / weak_force
mobility_check = scaled_mobility * e * path / np.sqrt(mass * kt)
assert abs(mobility_check / low_mobility - 1) < 1e-3

# Same phonon model without the quasielastic approximation.
cold_sample, _ = monte_carlo(delta, 0.0, 2500, 800, 12)
assert abs(cold_sample.mean() / 1.5 - 1) < 0.03
real_sample, real_velocity = monte_carlo(
    delta, np.sqrt(6 * delta * r), 2500, 800, 13)

# Mass anisotropy: averages over an energy ellipsoid.
mu, mu_weight = np.polynomial.legendre.leggauss(12)
phi = np.arange(24) * 2 * np.pi / 24
sine = np.sqrt(1 - mu**2)[:, None]
unit = np.array([sine * np.cos(phi), sine * np.sin(phi),
                 mu[:, None] * np.ones_like(phi)])
weights = mu_weight[:, None] / 2 / phi.size
masses = np.array([mass_trans, mass_trans, mass_long])


def heating_factor(direction):
    direction = np.array(direction) / np.linalg.norm(direction)
    wave = np.sqrt(2 * masses)[:, None, None] * unit
    along = np.tensordot(direction / masses, wave, axes=1)
    heat = np.sum(weights * along**2)
    loss_scale = np.sum(weights * np.sum(wave**2, axis=0))
    return heat / loss_scale * 3 * mass_ratio**2


factor_111 = heating_factor([1, 1, 1])
factor_hot = heating_factor([1, 0, 0])
factor_cold = heating_factor([0, 0, 1])
expected = mass_ratio**2 * np.mean(1 / masses) / np.mean(masses)
assert abs(factor_111 / expected - 1) < 1e-10

# Coulomb momentum-transfer cross section, cut at half the spacing.
impurities, electrons = 1e18, 1e16
closest = e**2 / (4 * np.pi * const.epsilon_0 * permittivity * 2 * mean)


def coulomb_section(density):
    cutoff = density**(-1 / 3) / 2
    return 2 * np.pi * closest**2 * np.log1p((cutoff / closest)**2)


cut = impurities**(-1 / 3) / 2 / closest
section_quad = 2 * np.pi * closest**2 * quad(
    lambda b: b * (1 - np.cos(2 * np.arctan2(1, b))), 0, cut,
    limit=300)[0]
assert abs(section_quad / coulomb_section(impurities) - 1) < 1e-5
impurity_ratio = impurities * coulomb_section(impurities) * path
electron_ratio = (electrons * coulomb_section(electrons) * path
                  / (2 * delta))

threshold = 12 * mev / kt
mean_x = mean / kt


def above(x):
    return x > threshold


fraction_davydov = davydov_average(above, r)
fraction_gauss = average(above, lambda x: -x**2 / (2 * r), r)
fraction_maxwell = average(above, lambda x: -1.5 * x / mean_x, r)
device = silicon_case(300.0, path * temperature / 300, 1e6)

print("TESTS, scaled units (kT = m = path = 1)")
print(f"Monte Carlo m s^2/kT, E_F/kT: {delta_mc}, {r_mc}")
print(f"mean E/kT, Monte Carlo: {sample.mean():.3f}")
print(f"mean E/kT, Davydov: {mean_theory:.3f}")
print(f"drift velocity, Monte Carlo: {velocity_mc:.4f}")
print(f"drift velocity, Davydov: {velocity_theory:.4f}")
print(f"shape number, Monte Carlo: {shape_number(sample):.3f}")
print(f"shape number, Davydov: {davydov_shape(r_mc):.3f}")
print(f"largest cumulative difference: {cdf_gap:.4f}")
print(f"zero-field mean E/kT (m s^2/kT={delta:.3f}): "
      f"{cold_sample.mean():.3f}")
print(f"shape number, Maxwellian: {5/3:.3f}")
print(f"shape number, Gaussian: {gaussian_shape:.3f}")
for value in (100, 10000):
    print(f"shape number at E_F/kT={value}: {davydov_shape(value):.3f}")
print("SILICON EXAMPLE, field along [111]")
print(f"temperature: {temperature:.0f} K; field: {field/100:.0f} V/cm")
print(f"mean free path: {path*1e9:.0f} nm")
print(f"masses long, trans: {mass_long}, {mass_trans} m_e")
print(f"density-of-states mass: {mass_ratio:.3f} m_e")
print(f"sound speed: {sound:.0f} m/s")
print(f"implied deformation potential: {potential/e:.2f} eV")
print(f"low-field mobility: {low_mobility*1e4:.3g} cm2/Vs")
print(f"kT: {kt/mev:.3f} meV; m s^2: {mass*sound**2/mev:.4f} meV")
print(f"e F path: {e*field*path/mev:.3f} meV")
print(f"E_F: {e_f/mev:.2f} meV; E_F/kT: {r:.2f}")
print(f"Gaussian width w: {width/mev:.2f} meV")
print(f"cubic term at E=w: {2*np.sqrt(2)/3/np.sqrt(r):.3f}")
print(f"mean energy, Davydov: {mean/mev:.2f} meV")
print(f"mean energy, Gaussian: {gaussian_mean*width/mev:.2f} meV")
print(f"equal-energy Maxwellian: {2*mean/(3*const.k):.1f} K")
print(f"shape number, Davydov: {davydov_shape(r):.3f}")
print(f"drift velocity, Davydov: {drift*100:.3g} cm/s")
print(f"above 12 meV, Davydov: {100*fraction_davydov:.2f} %")
print(f"above 12 meV, Gaussian: {100*fraction_gauss:.2f} %")
print(f"above 12 meV, Maxwellian: {100*fraction_maxwell:.2f} %")
print("NEGLECTED EFFECTS IN THE EXAMPLE")
print(f"Monte Carlo mean energy: {real_sample.mean()*kt/mev:.2f} meV")
print(f"Monte Carlo shape number: {shape_number(real_sample):.3f}")
print(f"Monte Carlo drift: "
      f"{real_velocity*np.sqrt(kt/mass)*100:.3g} cm/s")
print(f"intervalley loss / field heating: {valley_ratio:.3f}")
print(f"E_F factor, [111] field: {factor_111:.3f}")
print(f"E_F factors, [100] field: {factor_hot:.3f}, {factor_cold:.3f}")
print(f"impurity density: {impurities/1e6:.0e} cm^-3")
print(f"impurity / phonon momentum loss: {impurity_ratio:.4f}")
print(f"electron density: {electrons/1e6:.0e} cm^-3")
print(f"e-e / phonon energy exchange: {electron_ratio:.5f}")
print("DEVICE CHECK: 300 K, 10 kV/cm, acoustic-only model")
print(f"mean free path: {path*temperature/300*1e9:.0f} nm")
print(f"E_F: {device[2]/e:.2f} eV; mean energy: {device[4]/e:.3f} eV")
print(f"intervalley loss / field heating: {device[6]:.3g}")
print("all assertions hold")
```

Printed output:

```
TESTS, scaled units (kT = m = path = 1)
Monte Carlo m s^2/kT, E_F/kT: 0.005, 10.0
mean E/kT, Monte Carlo: 4.228
mean E/kT, Davydov: 4.227
drift velocity, Monte Carlo: 0.1588
drift velocity, Davydov: 0.1592
shape number, Monte Carlo: 1.434
shape number, Davydov: 1.431
largest cumulative difference: 0.0015
zero-field mean E/kT (m s^2/kT=0.115): 1.506
shape number, Maxwellian: 1.667
shape number, Gaussian: 1.371
shape number at E_F/kT=100: 1.390
shape number at E_F/kT=10000: 1.373
SILICON EXAMPLE, field along [111]
temperature: 15 K; field: 15 V/cm
mean free path: 2000 nm
masses long, trans: 0.92, 0.19 m_e
density-of-states mass: 0.321 m_e
sound speed: 9000 m/s
implied deformation potential: 8.97 eV
low-field mobility: 2.19e+05 cm2/Vs
kT: 1.293 meV; m s^2: 0.1480 meV
e F path: 3.000 meV
E_F: 10.13 meV; E_F/kT: 7.84
Gaussian width w: 5.12 meV
cubic term at E=w: 0.337
mean energy, Davydov: 4.99 meV
mean energy, Gaussian: 3.79 meV
equal-energy Maxwellian: 38.6 K
shape number, Davydov: 1.438
drift velocity, Davydov: 1.88e+06 cm/s
above 12 meV, Davydov: 3.72 %
above 12 meV, Gaussian: 0.21 %
above 12 meV, Maxwellian: 6.52 %
NEGLECTED EFFECTS IN THE EXAMPLE
Monte Carlo mean energy: 5.13 meV
Monte Carlo shape number: 1.476
Monte Carlo drift: 1.77e+06 cm/s
intervalley loss / field heating: 0.141
E_F factor, [111] field: 0.923
E_F factors, [100] field: 1.255, 0.259
impurity density: 1e+12 cm^-3
impurity / phonon momentum loss: 0.0142
electron density: 1e+10 cm^-3
e-e / phonon energy exchange: 0.00088
DEVICE CHECK: 300 K, 10 kV/cm, acoustic-only model
mean free path: 100 nm
E_F: 11.26 eV; mean energy: 0.586 eV
intervalley loss / field heating: 15.9
all assertions hold
```
